# Maxwellian heating of two-dimensional carriers by acoustic-phonon-limited drift

## Result and assumptions

Carriers of mass \(m\) move in an isotropic parabolic two-dimensional band with energy \(E=p^2/2m\). A steady uniform field drives them, and acoustic phonons of sound speed \(v_s\), held at lattice temperature \(T_L\), scatter them. To leading order in

\[
\delta=\frac{m v_s^2}{kT_L}\ll1 ,
\]

the angular average of the carrier distribution is Maxwellian, \(f_0\propto e^{-E/kT_e}\), with

\[
\boxed{\;\frac{T_e}{T_L}=1+\frac{v_d^2}{2v_s^2},\qquad v_d=\frac{eF\tau}{m}\;}
\]

Here \(eF\) is the magnitude of the force, \(v_d\) the drift speed along it, and \(\tau\) the acoustic scattering time.

The carriers are nondegenerate, so final states are taken as empty. The phonons are two-dimensional, belong to one branch \(\omega=v_sq\), and couple through an unscreened deformation potential \(D\). Equipartition means that the phonon energies are small compared with \(kT_L\). No other scattering acts until the extension below.

## One collision is a reflection from a moving mirror

A phonon of wavevector \(q\) in area \(A\) has displacement amplitude \(\sqrt{\hbar/2\rho A\omega}\), where \(\rho\) is the mass per area. Its strain is \(q\) times this, so the squared matrix element, without the phonon occupation factor, is

\[
|M|^2=D^2q^2\frac{\hbar}{2\rho A v_sq}=\frac{D^2Q}{2\rho A v_s},\qquad Q=\hbar q .
\]

Let \(\mathbf n\) be the unit vector along the phonon momentum. In absorption \(\mathbf p'=\mathbf p+Q\mathbf n\), and energy conservation reads

\[
\frac{Q\,\mathbf p\cdot\mathbf n}{m}+\frac{Q^2}{2m}-v_sQ=0
\;\Rightarrow\; Q=2(mv_s-\mathbf p\cdot\mathbf n).
\]

In emission \(\mathbf p'=\mathbf p-Q\mathbf n\), and the same step gives \(Q=2(\mathbf p\cdot\mathbf n-mv_s)\). Since \(Q>0\), each direction \(\mathbf n\) allows one of the two processes, and both are described by

\[
\mathbf p'=\mathbf p-2(\mathbf p\cdot\mathbf n-mv_s)\,\mathbf n .
\]

This is a reflection from a mirror moving at speed \(v_s\) along \(\mathbf n\). The carrier loses the energy \(y\,kT_L\), with

\[
y=\frac{2v_s(\mathbf p\cdot\mathbf n-mv_s)}{kT_L};
\]

a negative \(y\) means absorption.

For the rate, the derivative of the energy-conservation function with respect to \(Q\) has magnitude \(Q/2m\) at the root, so the delta function contributes \(2m/Q\). The absorption rate is

\[
\frac{2\pi}{\hbar}\int\!\frac{Q\,dQ\,d\varphi}{(2\pi\hbar)^2}\,
\frac{D^2Q}{2\rho v_s}\,N\,\frac{2m}{Q}\,\delta(Q-Q_0)
=\frac{mD^2}{\hbar^3\rho v_s}\int\!\frac{d\varphi}{2\pi}\,Q_0N ,
\]

where \(Q_0\) is the root, \(N=1/(e^x-1)\) and \(x=v_sQ_0/kT_L\). Writing \(Q_0=xkT_L/v_s\) takes out the factor

\[
\frac1\tau=\frac{mD^2kT_L}{\hbar^3\rho v_s^2}.
\]

The weight left under the angular average is \(xN=x/(e^x-1)\) for absorption and \(x(N+1)=x/(1-e^{-x})\) for emission. With \(y=-x\) and \(y=+x\) respectively, both become

\[
w(y)=\frac{y}{1-e^{-y}}=1+\frac y2+\frac{y^2}{12}+\dots
\]

At leading order \(w=1\), so the total rate is \(1/\tau\), independent of energy. This follows from the constant two-dimensional density of states together with the cancellation of \(q\) between \(|M|^2\) and \(N\simeq kT_L/\hbar v_sq\).

In the same limit, reflection with a uniformly random \(\mathbf n\) gives a uniformly random final direction. Momentum is therefore also lost at the rate \(1/\tau\).

## Energy exchange

The term \(y/2\) in \(w\) must be kept here. It carries the difference between emission and absorption, which is spontaneous emission. Angular brackets with subscript \(n\) denote the average over \(\mathbf n\). Since \(\langle\mathbf p\cdot\mathbf n\rangle_n=0\) and \(\langle(\mathbf p\cdot\mathbf n)^2\rangle_n=p^2/2=mE\),

\[
\langle y\rangle_n=-2\delta,\qquad
\langle y^2\rangle_n\simeq\frac{4v_s^2mE}{(kT_L)^2}=4\delta\frac{E}{kT_L}.
\]

The mean rate of energy change of a carrier of energy \(E\) is

\[
a(E)=-\frac{kT_L}{\tau}\Big\langle y+\frac{y^2}{2}\Big\rangle_n
=\frac{2mv_s^2}{\tau}\Big(1-\frac{E}{kT_L}\Big),
\]

and the energy diffusion coefficient is

\[
B(E)=\frac{(kT_L)^2}{2\tau}\langle y^2\rangle_n=\frac{2mv_s^2E}{\tau}.
\]

The third and fourth moments of \(y\) are of order \(\delta^2\), so at leading order the energy performs a drift and diffusion. Because the density of states is constant, the number of carriers in \(dE\) is proportional to \(f_0\,dE\), without an extra power of \(E\). The collision current along the energy axis is

\[
J_c=a f_0-\frac{d(Bf_0)}{dE}=(a-B')f_0-Bf_0' .
\]

Here \(B'=2mv_s^2/\tau\) cancels the first term of \(a\), leaving \(a-B'=-B/kT_L\). Hence

\[
J_c=-B\Big(f_0'+\frac{f_0}{kT_L}\Big),
\]

which vanishes for a Maxwellian at \(T_L\), as thermal equilibrium requires.

## Heating by the field

Take \(x\) along the force and write \(f=f_0(E)+f_1(E)\cos\theta\). In the steady state \(eF\,\partial f/\partial p_x\) equals the collision term. Since \(\partial f_0/\partial p_x=v\cos\theta\,f_0'\), with \(v=p/m\), the part proportional to \(\cos\theta\) gives

\[
eFv f_0'=-\frac{f_1}{\tau}\;\Rightarrow\; f_1=-eF\tau v f_0' .
\]

For the angular average, use \(\partial/\partial p_x=\cos\theta\,\partial_p-(\sin\theta/p)\,\partial_\theta\):

\[
\Big\langle\frac{\partial(f_1\cos\theta)}{\partial p_x}\Big\rangle_\theta
=\frac12\Big(\frac{df_1}{dp}+\frac{f_1}{p}\Big)
=\frac1{2p}\frac{d(pf_1)}{dp}
=\frac12\frac{d(vf_1)}{dE}.
\]

The last step uses \(dE=p\,dp/m\). The field term in the isotropic equation is then

\[
\frac{eF}{2}\frac{d(vf_1)}{dE}=-\frac{d}{dE}(Af_0'),\qquad
A=\frac{e^2F^2\tau v^2}{2}=\frac{e^2F^2\tau E}{m}.
\]

Setting it equal to the collision term \(-dJ_c/dE\) gives

\[
\frac{d}{dE}\Big[Af_0'+B\Big(f_0'+\frac{f_0}{kT_L}\Big)\Big]=0 .
\]

The bracket is constant in \(E\). Both \(A\) and \(B\) vanish at \(E=0\), where \(f_0\) is regular, so the constant is zero:

\[
\frac{f_0'}{f_0}=-\frac{1}{kT_L}\,\frac{1}{1+A/B},\qquad
\frac AB=\frac{e^2F^2\tau^2}{2m^2v_s^2}.
\]

The factors \(E\) in \(A\) and \(B\) have cancelled. The logarithmic slope is therefore constant, and \(f_0\) is Maxwellian with \(T_e=T_L(1+A/B)\).

It remains to identify the drift speed. With \(d^2p=m\,dE\,d\theta\),

\[
v_d=\frac{\tfrac12\int vf_1\,dE}{\int f_0\,dE}
=-\frac{eF\tau}{m}\frac{\int Ef_0'\,dE}{\int f_0\,dE}=\frac{eF\tau}{m},
\]

where \(v^2=2E/m\) was used and the last integral was done by parts. Thus \(A/B=v_d^2/2v_s^2\), which proves the result. The mobility \(e\tau/m\) does not change as the carriers heat, at this order.

The mean energy also follows from a power balance. The average of \(a(E)\) is linear in \(\langle E\rangle\), and \(\langle E\rangle=kT_e\) for a two-dimensional Maxwellian, so

\[
eFv_d=\frac{mv_d^2}{\tau}=\frac{2mv_s^2}{\tau}\Big(\frac{T_e}{T_L}-1\Big).
\]

This gives the same temperature. It also shows that excess energy decays with the time \(\tau_E=\tau kT_L/(2mv_s^2)=\tau/2\delta\), much longer than \(\tau\).

## Limits and first corrections

For \(v_d\ll v_s\) the heating is a small term quadratic in the field. For \(v_d\gg v_s\), \(T_e\simeq T_Lv_d^2/2v_s^2\). The anisotropy stays small even then: for the Maxwellian, \(f_1/f_0=pv_d/kT_e\), whose square at \(E=kT_e\) is

\[
\frac{2mv_d^2}{kT_e}=\frac{4\delta\,v_d^2}{2v_s^2+v_d^2}<4\delta .
\]

Equipartition limits the range of heating in which the law holds. The largest phonon momentum is about \(2p\), so at \(E=kT_e\) one needs

\[
\frac{2v_s\sqrt{2mkT_e}}{kT_L}=2\sqrt{2\delta\,T_e/T_L}\ll1 .
\]

At fixed \(\delta\) this fails once the field is high enough.

The next order in \(\delta\) follows from the series for \(w\). The average change of momentum along \(\mathbf p\) is \(-2\langle w(\mathbf p\cdot\mathbf n-mv_s)\cos\varphi\rangle_n\), where \(\varphi\) is the angle between \(\mathbf p\) and \(\mathbf n\). The terms \(1\), \(y/2\) and \(y^2/12\) contribute \(-p\), \(+2\delta p\) and \(-\delta pE/2kT_L\), the last with \(\langle\cos^4\varphi\rangle=3/8\). The momentum loss rate is thus multiplied by

\[
1-2\delta+\frac{\delta E}{2kT_L}.
\]

In the momentum balance this factor is weighted with \(p_x f_1\cos\theta\propto Ef_0\), for which the mean of \(E\) is \(2kT_e\). Hence

\[
v_d\simeq\frac{eF\tau}{m}\Big[1+\delta\Big(2-\frac{T_e}{T_L}\Big)\Big].
\]

In the energy loss, \(-\langle y^2\rangle_n/2\) has the further part \(-2\delta^2\), and \(-\langle y^3\rangle_n/12\) adds \(+2\delta^2E/kT_L\). Together they multiply \(a(E)\) by \(1-\delta\).

## Extension: other scatterers and several branches

Let elastic, isotropic scattering of constant rate \(\kappa/\tau\) act as well, and let several acoustic branches \(j\) have speeds \(v_j\) and rates \(1/\tau_j\), with \(1/\tau=\sum_j1/\tau_j\). Momentum now relaxes in \(\tau_m=\tau/(1+\kappa)\), so \(v_d=eF\tau_m/m\) and

\[
A=\frac{e^2F^2\tau_mE}{m}=\frac{mv_d^2(1+\kappa)E}{\tau}.
\]

Elastic events exchange no energy, while the energy diffusion of the branches adds:

\[
B=\sum_j\frac{2mv_j^2E}{\tau_j}=\frac{2m\overline{v^2}E}{\tau},\qquad
\overline{v^2}=\sum_j\frac{\tau}{\tau_j}v_j^2 .
\]

The ratio \(A/B\) is again independent of \(E\), and

\[
\frac{T_e}{T_L}=1+\frac{(1+\kappa)\,v_d^2}{2\,\overline{v^2}} .
\]

At a given drift speed, elastic scatterers increase the heating: a stronger field is needed, and the extra power still has to leave through the acoustic phonons.

## Worked example: a clean channel at 20 K

Take rough typical values for electrons in a semiconducting monolayer dichalcogenide: \(m=0.30\,m_e\), \(v_s=4.3\) km/s, \(\rho=4.7\times10^{-6}\) kg/m² and \(D=3\) eV. At \(T_L=20\) K, \(kT_L=1.723\) meV and \(\delta=0.0183\). For the unscreened deformation potential alone, the rate formula gives \(\tau=5.85\) ps, hence an acoustic mobility

\[
\mu=\frac{e\tau}{m}=3.43\ \mathrm{m^2/Vs}=3.4\times10^4\ \mathrm{cm^2/Vs}.
\]

Choose \(v_d=v_s\). Then \(T_e/T_L=1+\tfrac12=1.5\) and \(T_e=30\) K. The field is

\[
F=\frac{v_s}{\mu}=\frac{4300\ \mathrm{m/s}}{3.43\ \mathrm{m^2/Vs}}
\simeq1.25\times10^3\ \mathrm{V/m}=12.5\ \mathrm{V/cm}.
\]

Each carrier receives \(eFv_d=5.4\times10^6\) eV/s. The energy relaxation time is \(5.85\ \mathrm{ps}/(2\times0.0183)=160\) ps. As a rough estimate, using the Einstein diffusion coefficient \(\mu kT_e/e\) of the carriers, energy spreads over \(\sqrt{(\mu kT_e/e)\,\tau_E}=1.2\) µm in this time. The uniform steady state needs a channel much longer than that.

The size of the corrections can be seen by simulation. In a Monte Carlo calculation, 5000 carriers were accelerated by the field and scattered by the mirror rule with the full weight \(w(y)\). They started at \(T_L\); eight energy relaxation times were discarded and the next twenty averaged. The sampling error is estimated at about half a percent for the energy and somewhat more for the drift. The first column gives \(eF\tau/(mv_s)\).

| Drive | \(\delta\) | \(\langle E\rangle/kT_L\) | Law | \(v_d\,m/(eF\tau)\) |
|---|---|---|---|---|
| 1 | 0.0183 | 1.505 | 1.5 | 1.004 |
| 2 | 0.0183 | 2.997 | 3 | 0.983 |
| 2 | 0.0046 | 2.994 | 3 | 0.994 |

For the second row the drift correction derived above is \(1+\delta(2-3)=0.982\), and for the third it is 0.995. Putting the drift correction and the factor \(1-\delta\) into the power balance multiplies \(\langle E\rangle/kT_L-1\) at a given field by \(1+\delta(3-T_e/T_L)\). This factor happens to equal one for the second and third rows. For the first row it gives 1.514, and the simulated 1.505 differs from this by about the sampling error. In the third run the fractions of carriers above \(kT_e\), \(2kT_e\) and \(3kT_e\) were 0.367, 0.135 and 0.050; a Maxwellian gives 0.368, 0.135 and 0.050.

## Where a real channel departs from the model

The law describes a clean, dilute, cold channel, and a real device can violate each of these conditions. The estimates below use rough inputs.

**Impurities.** If they alone would give a mobility of 5000 cm²/Vs, a low-temperature value far below the acoustic one, then \(\kappa=34275/5000=6.9\). At \(v_d=v_s\) the extended law gives \(T_e/T_L=4.9\) instead of 1.5. Carriers that hot would also emit the higher-energy phonons described below; with those two modes in the power balance the ratio is only about 2.7 if the carriers stay Maxwellian, and the mean energy is about \(3.5\,kT_L\) if they do not collide with each other. Either way the acoustic law no longer holds at this drift. To keep \(T_e=30\) K the drift must fall to \(v_s/\sqrt{1+\kappa}=0.36\,v_s\), at a field of 35 V/cm. This treats the impurity rate as independent of energy. It also treats the carriers semiclassically, although the level broadening \(\hbar/\tau_m\) is then about half of \(kT_L\), so the numbers for this case are only indicative.

**Density.** The nondegenerate limit requires \(n\ll g\,mkT_L/2\pi\hbar^2\), with \(g=4\) for spin and two valleys. The ratio of the two sides is 0.023 at \(10^{10}\) cm⁻² but 2.3 at \(10^{12}\) cm⁻². At the higher density the Maxwellian result does not apply at 20 K. If a spin-orbit splitting well above \(kT_L\) leaves one spin state per valley, \(g=2\) and both ratios double. Transfer between the two valleys that conserves spin then also costs the splitting energy, so a zone-edge mode acting in this way would remove much less energy at 20 K than estimated below.

**Screening and piezoelectric coupling.** Both change the mobility and the field of the example. With a relative permittivity of 4, linear static screening at \(10^{10}\) cm⁻² gives a screening wavevector comparable to the thermal wavevector \(\sqrt{mkT_L}/\hbar\). Taken at face value, with the carriers at 30 K, it would lower the field needed for \(v_d=v_s\) by about 40% if the long-wavelength screening wavevector is used at all \(q\), or by about 28% if the fall of the static polarizability at wavevectors above the thermal one is included, and in either case change \(T_e/T_L\) at that drift by only a few percent. This is only a rough indication: the screening length is then much shorter than the distance between carriers, and their Coulomb energy is about four times \(kT_L\) at the distance \((\pi n)^{-1/2}=56\) nm (twice \(kT_L\) at \(n^{-1/2}=100\) nm). Truly independent carriers would need a density well below \(10^9\) cm⁻². In the other direction, a piezoelectric constant of \(3\times10^{-10}\) C/m gives an unscreened coupling of about 3 eV, as large as \(D\). In the longitudinal branch alone it would halve \(\tau\) and double the field. In such a monolayer the transverse branch has an equally large piezoelectric coupling; with a speed of 2.7 km/s for that branch, the field rises to about 4.5 times the value in the example. The dependence on \(q\) is the same, and the threefold dependence of this coupling on direction averages out at leading order, so the law at a given \(v_d\) keeps the form found for several branches, with \(T_e/T_L\simeq1.76\) at \(v_d=4.3\) km/s.

**Other phonons.** Consider a mode of fixed energy \(\hbar\omega\) with coupling \(K\) (energy per length). The golden rule gives the rate \(R=mK^2/(2\hbar^2\rho\omega)\) per unit of phonon factor. If the carriers stay Maxwellian, a fraction \(e^{-\hbar\omega/kT_e}\) of them can emit, and the net loss per carrier is

\[
P=\hbar\omega R\big[(N_\omega+1)e^{-\hbar\omega/kT_e}-N_\omega\big],
\]

where \(N_\omega\) is the Bose factor at \(T_L\). With \(T_e/T_L=1.5\) held fixed, a zone-edge mode (25 meV, \(10^8\) eV/cm) adds 5% to the acoustic loss at 20 K, but removes 13 times the acoustic loss at 300 K. An optical mode (45 meV, \(4\times10^8\) eV/cm) adds 0.04% at 20 K and removes about 150 times the acoustic loss at 300 K. The law therefore cannot be used for such a channel at room temperature. At 20 K it is limited to modest heating, because the fraction of carriers able to emit grows steeply with \(T_e\): in the clean channel at \(v_d=2v_s\) the law gives \(T_e/T_L=3.0\), but the Maxwellian power balance with both modes gives about 2.3. With these modes present, the Maxwellian form itself requires frequent collisions between carriers. Without them, emission empties the high-energy tail faster than the field refills it: the 5% above falls to about 1%, and at \(v_d=2v_s\) the mean energy is about \(2.7\,kT_L\).

**A slower branch.** If a second branch with 2.7 km/s scatters at the same rate as the first, \(T_e/T_L\) rises from 1.5 to 1.72 at the same \(v_d=4.3\) km/s.

**Equipartition.** The ratio \(2\sqrt{2\delta T_e/T_L}\) is 0.47 in the example. This is not very small, but the averaged corrections derived above are of first order in \(\delta\): at \(T_e/T_L=1.5\) the drift at a given field rises by \(\delta/2\), about 0.9%, and the energy loss rate \(a(E)\) changes by \(-\delta\), about 1.8%. In the drift the two corrections have opposite signs and partly cancel; at larger \(T_e/T_L\) the equipartition part dominates and the departure grows.
